# Self-Correlation of the Hydrogen Atom in Long-Range Direct RPA

**Q:** Direct RPA gives a single electron a correlation energy, which is absurd. I use range separation, so that RPA handles only the long-range interaction and a density functional does the rest. That removes the one-electron self-correlation, doesn't it?

**A:** It removes every term that involves the short-range interaction, including those that mix short and long range, since the RPA energy is not additive in the interaction. To see whether anything is left, take the hydrogen atom with a fixed nucleus and one spin-up electron, and split the Coulomb interaction with a parameter $\mu$, an inverse length. The long-range part is

$$w(r)=\frac{e^2}{4\pi\varepsilon_0}\,\frac{\operatorname{erf}(\mu r)}{r}.$$

What should the long-range correlation energy be?

**Q:** Zero, I suppose. But couldn't the short-range functional be built to compensate for something?

**A:** The exact one has nothing to compensate. It is the difference between two minima at fixed density: that of kinetic energy plus full interaction, and that of kinetic energy plus $w$. With one electron there is no pair, both minima are the kinetic energy, and the difference is zero. I assume this exact functional, with a vanishing potential. The long-range Hartree energy $\tfrac12(00|w|00)$ is cancelled by the exchange energy $-\tfrac12(00|w|00)$, where 0 is the occupied orbital and

$$(pq|w|rs)=\iint \varphi_p(\mathbf r_1)\varphi_q(\mathbf r_1)\,w(r_{12})\,\varphi_r(\mathbf r_2)\varphi_s(\mathbf r_2)\,d^3r_1d^3r_2$$

with real orbitals. So the occupied orbital is the true 1s, the energy before RPA is already correct, and whatever long-range RPA adds is pure error.

**Q:** Then what does direct RPA add?

**A:** It treats each transition $0\to a$ as a harmonic oscillator with quantum $D_a=\varepsilon_a-\varepsilon_0$, and couples the oscillators through their transition densities (continuum states are understood as discretized):

$$H=\sum_a D_a b_a^\dagger b_a+\tfrac12\sum_{ab}K_{ab}\,x_ax_b,\qquad x_a=b_a+b_a^\dagger,\qquad K_{ab}=(0a|w|0b).$$

With $x_a=\sqrt{2D_a}\,q_a$ this becomes $\tfrac12\sum_a(p_a^2+D_a^2q_a^2)-\tfrac12\sum_aD_a+\sum_{ab}\sqrt{D_aD_b}\,K_{ab}q_aq_b$. The squared normal-mode energies are therefore the eigenvalues of

$$\Omega^2=D^2+2D^{1/2}KD^{1/2},$$

and the ground-state energy of $H$ is $\tfrac12\operatorname{Tr}(\Omega-D)$. The part of first order in $K$ is the vacuum average $\tfrac12\operatorname{Tr}K$, because $\langle x_ax_b\rangle=\delta_{ab}$ in the vacuum. It does not count as correlation and is subtracted:

$$E(\mu)=\tfrac12\operatorname{Tr}(\Omega-D-K).$$

**Q:** Could that vanish for one electron?

**A:** Not for $\mu>0$. The vacuum is a trial state for $H$ with energy $\tfrac12\operatorname{Tr}K$, so by the variational principle $E\le 0$. Equality would require the vacuum to be an eigenstate, but $K_{ab}b_a^\dagger b_b^\dagger$ creates pairs from it whenever $K\neq0$. And $K$ is not zero. For any real coefficients $c_a$, not all zero,

$$\sum_{ab}c_aK_{ab}c_b=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{e^2}{\varepsilon_0k^2}\,e^{-k^2/4\mu^2}\,|\rho_c(\mathbf k)|^2>0,$$

where $\rho_c$ is the Fourier transform of $\varphi_0\sum_ac_a\varphi_a$. The 1s orbital has no nodes, so this product cannot vanish everywhere.

The argument also needs $D_a>0$, and here one must say which virtual orbitals are used.

- **Local reference:** the virtual orbitals are hydrogenic, and $D$ is the matrix $\Delta$ of hydrogen excitation energies, all positive.
- **Long-range Hartree-Fock reference (lrHF):** the virtual orbitals also feel long-range Hartree minus exchange. In the hydrogenic basis $D=\Delta+J-K$, with $J_{ab}=(00|w|ab)$; the exchange matrix is the same $K$ as above.

For a virtual function $\varphi$, the average of $J-K$ is

$$\tfrac12\iint w(r_{12})\,[\varphi_0(\mathbf r_1)\varphi(\mathbf r_2)-\varphi(\mathbf r_1)\varphi_0(\mathbf r_2)]^2\,d^3r_1d^3r_2\ge0,$$

as expanding the square shows. The 1s orbital itself feels no net Hartree-minus-exchange term. So $D$ is positive in both cases, and $E(\mu)<0$ in both.

**Q:** Does the choice of reference at least change the size?

**A:** Yes, and in a definite direction. The lrHF reference adds $\sum_{ab}(J-K)_{ab}b_a^\dagger b_b$, which is non-negative, to the same oscillator Hamiltonian. Its ground-state energy cannot go down, while the subtracted $\tfrac12\operatorname{Tr}K$ is unchanged. The lrHF self-correlation is therefore no larger in magnitude than the local one.

**Q:** And if I reduce $\mu$?

**A:** Then it shrinks. For lrHF, where $D$ itself depends on $\mu$, I have only the computed values in the table below. For the local reference there is a proof for all $\mu$, because $D$ is fixed. A small change of $K$ changes the energy by

$$dE=\tfrac12\sum_{ab}dK_{ab}\big(\langle x_ax_b\rangle-\delta_{ab}\big),\qquad \langle x_ax_b\rangle=(D^{1/2}\Omega^{-1}D^{1/2})_{ab},$$

since the coupled ground state has $\langle q_aq_b\rangle=\tfrac12(\Omega^{-1})_{ab}$. From $\Omega^2\ge D^2$ follows $\Omega\ge D$, because the square root preserves the order of positive matrices. Hence $\Omega^{-1}\le D^{-1}$, and the matrix in brackets is negative or zero. Raising $\mu$ raises $e^{-k^2/4\mu^2}$ at every $k$, so $dK$ is positive and $E$ falls. Lowering $\mu$ reverses this.

**Q:** How fast does it disappear as $\mu\to0$?

**A:** Expand the interaction for $\mu r\ll1$ over the size of the atom:

$$\frac{\operatorname{erf}(\mu r_{12})}{r_{12}}=\frac{2\mu}{\sqrt\pi}\Big(1-\frac{\mu^2r_{12}^2}{3}+\dots\Big),\qquad r_{12}^2=r_1^2+r_2^2-2\,\mathbf r_1\!\cdot\mathbf r_2.$$

In $K_{ab}$ the constant gives nothing, since $\varphi_0$ is orthogonal to $\varphi_a$ and $\varphi_b$. The terms $r_1^2$ and $r_2^2$ each leave one such overlap, so they vanish too. The product term survives, and its two minus signs cancel:

$$K_{ab}\simeq\frac{e^2}{4\pi\varepsilon_0}\,\frac{4\mu^3}{3\sqrt\pi}\,\mathbf r_{0a}\!\cdot\mathbf r_{0b},\qquad \mathbf r_{0a}=\int\varphi_0\,\mathbf r\,\varphi_a\,d^3r.$$

As $K$ is small, second-order perturbation theory for $H$ suffices. The coupling creates a pair $a\ne b$ with amplitude $K_{ab}$, and a doubly excited oscillator $a$ with amplitude $K_{aa}/\sqrt2$. Hence

$$E\simeq-\sum_{a<b}\frac{K_{ab}^2}{D_a+D_b}-\frac12\sum_a\frac{K_{aa}^2}{2D_a}=-\frac12\sum_{ab}\frac{K_{ab}^2}{D_a+D_b}.$$

In a spherical atom, the sum over degenerate orbitals removes the cross terms between $x$, $y$ and $z$ and makes the three squares equal, so

$$\sum_{ab}\frac{(\mathbf r_{0a}\!\cdot\mathbf r_{0b})^2}{D_a+D_b}=3\sum_{ab}\frac{z_{0a}^2z_{0b}^2}{D_a+D_b}.$$

**Q:** That looks like a dispersion sum.

**A:** It is one. Two hydrogen atoms at a large distance $R$ along $z$ interact through $\frac{e^2}{4\pi\varepsilon_0R^3}(x_1x_2+y_1y_2-2z_1z_2)$. Second order gives $-C_6/R^6$, and the squared coefficients add to $1+1+4=6$:

$$C_6=6\Big(\frac{e^2}{4\pi\varepsilon_0}\Big)^2\sum_{ab}\frac{z_{0a}^2z_{0b}^2}{D_a+D_b}.$$

The sum needed for $E$ is three of these units, or $C_6/2$ once the factor $(e^2/4\pi\varepsilon_0)^2$ is included. Therefore

$$E(\mu)\simeq-\frac12\cdot\frac{16\mu^6}{9\pi}\cdot\frac{C_6}{2}=-\frac{4}{9\pi}\,C_6\,\mu^6 .$$

To leading order the self-correlation equals in size the London energy $-C_6/R^6$ (full Coulomb interaction, undamped) of two hydrogen atoms at the distance $R=(9\pi/4)^{1/6}/\mu=1.385/\mu$.

**Q:** For both references?

**A:** The leading term is the same, but the corrections differ. In the lrHF reference the constant $2\mu/\sqrt\pi$ does act in $J$, though not in the exchange term, and raises $D$ by $(e^2/4\pi\varepsilon_0)\,2\mu/\sqrt\pi$ for virtual functions confined to $r\ll1/\mu$, the region that matters for the dipole sum; diffuse Rydberg orbitals are shifted less. The relative correction is then linear in $\mu$. In the local reference it comes from the next term of $K$ and is quadratic. The numerical output bears this out. When $\mu a_0$ is doubled from 0.01 to 0.02, with $a_0$ the Bohr radius, the relative deviation from the law grows from 0.00204 to 0.00811 (a factor of 4.0) for the local reference, and from 0.0270 to 0.0564 (a factor of 2.1) for lrHF.

**Q:** What are the energies at values of $\mu$ I might use?

**A:** First the law at $\mu a_0=0.1$, that is $\mu=1.890\ \mathrm{nm^{-1}}$. With $C_6=6.222\times10^{-79}\ \mathrm{J\,m^6}$,

$$-\frac{4}{9\pi}\,(6.222\times10^{-79}\ \mathrm{J\,m^6})\,(1.890\times10^{9}\ \mathrm{m^{-1}})^6\approx-4.01\times10^{-24}\ \mathrm J,$$

or $-0.00401$ zJ, where 1 zJ is $10^{-21}$ J. The full dRPA energies, in zJ, are:

| $\mu a_0$ | $\mu$ (nm⁻¹) | local | lrHF | $\mu^6$ law |
|---|---|---|---|---|
| 0.1 | 1.89 | −0.00331 | −0.00267 | −0.00401 |
| 0.3 | 5.67 | −0.840 | −0.559 | −2.92 |
| 0.5 | 9.45 | −5.415 | −3.47 | −62.6 |
| 1.0 | 18.90 | −27.5 | −18.0 | −4008 |
| 2.0 | 37.79 | −59.4 | −40.65 | — |
| full Coulomb | — | −90.7 | −64.9 | — |

They come from a radial basis with virtual angular momenta $L$ up to 10, plus an estimated tail in the full Coulomb case; those two values were tested for stability only to 0.3 %, so their last digit is uncertain; carrying $L$ to 16 in another radial basis moves them by about 0.1 zJ, to −90.8 and −65.0. A separate calculation with Gaussian orbitals, restricted to $L\le2$ and run at $\mu a_0=0.5$ and for the full Coulomb interaction, was compared with the $L\le2$ part of the radial result (not with the tabulated totals) and required to agree within 1 %. At $\mu a_0=0.5$ with the local reference it gives −5.407 zJ against −5.408 zJ.

**Q:** At $\mu a_0=0.5$ the law is too large by more than a factor of ten. Are the higher multipoles to blame?

**A:** No. Every channel contributes a negative energy, so adding multipoles makes the total larger in magnitude, not smaller. The dipole channel supplies 86 % of the local value, about −4.6 zJ, where the law predicts −62.6 zJ. The failure thus lies within the dipole channel. There the law keeps only the leading $\mu^3$ term of $K$, from an expansion that needs $\mu r\ll1$ over the size of the atom, and this fails once $1/\mu$ is only twice the Bohr radius. The law also stops at second order in $K$; the size of that second approximation was not computed separately. The law describes the approach to zero and should not be used to estimate the error at such $\mu$.

**Q:** Still, −5.4 zJ is small. Isn't my belief good enough in practice?

**A:** At $\mu a_0=0.5$ the error is −0.034 eV with the local reference and −0.022 eV with lrHF. The full Coulomb values are −0.57 eV and −0.41 eV. So 6.0 % and 5.3 % of the self-correlation survive, and "strongly reduced" is a fair description. "Removed" is not, and the reduction depends on $\mu$: at $\mu a_0=2$ about 65 % and 62–63 % are back. Nor can you make $\mu$ as small as you like at no cost, because at any fixed distance $w$ vanishes with $\mu$, and with it the correlation between different electrons that RPA was brought in to describe; the dispersion energy of two atoms is kept in full only at separations several times $1/\mu$. An approximate short-range functional adds errors of its own, which these numbers leave out.

**Q:** If the range of the interaction is not the root of the trouble, what is?

**A:** The term $K_{ab}b_a^\dagger b_b^\dagger$. It excites two electrons out of an orbital that holds one. The Pauli principle forbids this, and direct RPA, having no exchange in its coupling, does not know it. With exchange included, the pair-creating coupling becomes

$$(0a|w|0b)-(0b|w|0a)=0,$$

because the two integrals differ only in the names of $\mathbf r_1$ and $\mathbf r_2$. In the lrHF reference, exchange also changes the pair-conserving coupling from $K$ to $K-J$, so that block becomes $D+K-J=\Delta$, the true excitation energies of hydrogen. These are positive and no pairs are created, so the vacuum is the ground state and the correlation energy is zero for every $\mu$. The cancellation holds for any symmetric $w(r_{12})$. Cutting off the short range makes the forbidden term smaller; exchange cancels it.

## Values computed for the example and the checks

```
Bohr radius a0 = 0.052918 nm
Hydrogen 1s energy = -2179.87 zJ
Exact long-range correlation energy of one electron: zero by definition
Static polarizability / (4 pi eps0 a0^3) = 4.500000
C6 / (Hartree energy * a0^6) = 6.49903 (dimensionless)
C6 = 6.2218e-79 J m^6
Equivalent distance times mu = 1.3853 (dimensionless)
Ratio E(mu)/(mu^6 law) at mu*a0 = 0.01 and 0.02:
  local: 0.99796  0.99189
  lrHF : 0.97300  0.94362
Long-range dRPA correlation energy of the hydrogen atom
mu*a0   mu (nm^-1)   E local (zJ)   E lrHF (zJ)   mu^6 law (zJ)
 0.10      1.890      -0.003307      -0.002669      -0.004008
 0.20      3.779        -0.1323       -0.09397        -0.2565
 0.30      5.669        -0.8398        -0.5594         -2.922
 0.50      9.449         -5.415         -3.468         -62.63
 0.70     13.228         -13.52         -8.682         -471.6
 1.00     18.897         -27.48         -17.98          -4008
 2.00     37.795         -59.42         -40.65     -2.565e+05
full Coulomb             -90.71          -64.9
Reference local:
  E at mu*a0 = 0.5: -0.0338 eV; full Coulomb: -0.566 eV
  surviving fraction at mu*a0 = 0.5: 6.0 %
  share of dipole channel L=1 at mu*a0 = 0.5: 85.8 %
Reference lrHF:
  E at mu*a0 = 0.5: -0.0216 eV; full Coulomb: -0.405 eV
  surviving fraction at mu*a0 = 0.5: 5.3 %
  share of dipole channel L=1 at mu*a0 = 0.5: 85.4 %
Gaussian plasmon check, L <= 2 (zJ): Gaussian, radial
  mu*a0 = 0.5, local: -5.407, -5.408
  mu*a0 = 0.5, lrHF: -3.462, -3.463
  full Coulomb, local: -86.561, -86.583
  full Coulomb, lrHF: -61.166, -61.185
```
